# Hubbard forces with Löwdin projectors: differentiating the inverse square-root overlap, part 1

(Sections cited here and not found follow in the second part.)

## First half: the derivative of the orthogonalized projectors

A Hubbard correction needs a set of localized orbitals in which to count electrons. Atomic orbitals on neighbouring atoms overlap, so an electron between two atoms can be counted twice. Löwdin orthogonalization removes the double counting, but it ties every projector to the positions of all the atoms. Moving one atom then changes the projectors of the others, and the force must contain that change.

**Setting.** The real or complex atomic orbitals $\phi_i$ are normalized and move rigidly with their atoms. Their overlap matrix is $O_{ij}=\langle\phi_i|\phi_j\rangle$. It is Hermitian, and it is positive definite as long as the orbitals are linearly independent, which is assumed. The projectors are

$$
|\tilde\phi_m\rangle=\sum_i|\phi_i\rangle X_{im},\qquad X=O^{-1/2},
$$

where $X$ is the positive definite root. They are orthonormal because $\langle\tilde\phi_m|\tilde\phi_{m'}\rangle=(XOX)_{mm'}=\delta_{mm'}$.

The one-particle density operator of spin $\sigma$ is $\hat\rho^\sigma=\sum_{\mu\nu}|\chi_\mu\rangle D^\sigma_{\mu\nu}\langle\chi_\nu|$ in some basis $\chi$. The occupation matrix $n^{I\sigma}$ of site $I$ has elements $\langle\tilde\phi_m|\hat\rho^\sigma|\tilde\phi_{m'}\rangle$, with $m,m'$ both on $I$. The Hubbard energy is

$$
E_U=\frac U2\sum_{I\sigma}\mathrm{Tr}\left[n^{I\sigma}(1-n^{I\sigma})\right],
$$

with one value of $U$ that does not depend on the geometry. The symbol $d$ denotes the first-order change under a displacement of the atoms.

### (a) Which derivatives does the Hubbard energy require?

*Express $dE_U$ at fixed $D^\sigma$ through $dX$ and the change of the overlaps between basis and projectors.*

**Solution.** Define $B_{\mu i}=\langle\chi_\mu|\phi_i\rangle$. Inserting the definitions of $\tilde\phi_m$ and $\hat\rho^\sigma$ gives the full matrix

$$
N^\sigma=X M^\sigma X,\qquad M^\sigma=B^\dagger D^\sigma B .
$$

The occupation matrices $n^{I\sigma}$ are its site-diagonal blocks. Let $n^\sigma$ be $N^\sigma$ with the elements between different sites set to zero.

The trace is cyclic, so $d\,\mathrm{Tr}(n^2)=\mathrm{Tr}(dn\,n+n\,dn)=2\,\mathrm{Tr}(n\,dn)$. Hence

$$
dE_U=\sum_\sigma\mathrm{Tr}(V^\sigma dn^\sigma),\qquad V^\sigma=\frac U2(1-2n^\sigma).
$$

The matrix $V^\sigma$ is block diagonal. In the trace it meets the site-diagonal blocks of $dN^\sigma$ and no others, so $dn^\sigma$ may be replaced by $dN^\sigma$. If some orbitals are orthogonalized with the rest but carry no Hubbard term, their blocks of $V^\sigma$ are set to zero.

The product rule gives

$$
dN^\sigma=dX\,M^\sigma X+XM^\sigma\,dX+X\left(dB^\dagger D^\sigma B+B^\dagger D^\sigma dB\right)X .
$$

In the first two terms, cyclic permutation moves $dX$ to the end:

$$
\mathrm{Tr}(V\,dX\,MX)=\mathrm{Tr}(MXV\,dX),\qquad \mathrm{Tr}(VXM\,dX)\ \text{is already in this form}.
$$

The last two terms are Hermitian conjugates of each other, and $V$ and $X$ are Hermitian, so their traces are complex conjugates. Therefore

$$
dE_U=\mathrm{Tr}(G\,dX)+2\,\mathrm{Re}\sum_\sigma\mathrm{Tr}\left(V^\sigma X\,dB^\dagger D^\sigma BX\right),
$$

$$
G=\sum_\sigma\left(M^\sigma XV^\sigma+V^\sigma XM^\sigma\right).
$$

The second term describes atomic orbitals that move while the orthogonalizing matrix is frozen. The first describes the change of that matrix. An atom without a Hubbard term of its own can still feel a force from $E_U$: if its orbitals belong to the orthogonalized set, its motion changes $O$, and with it the projectors of the correlated sites.

The change of the overlap is

$$
dO_{ij}=\langle d\phi_i|\phi_j\rangle+\langle\phi_i|d\phi_j\rangle .
$$

If one atom moves, $dO_{ij}$ vanishes when both orbitals sit on it, because they move together, and when neither does. What remains is the rows and columns that connect the moving atom to the others. The matrix $dX$ has no such restriction.

### (b) How does $X$ change when $O$ changes?

*Find $dX$ for a general $dO$, without assuming that the two matrices commute.*

**Solution.** The defining relation is $X^2=O^{-1}$. Its left side changes by $dX\,X+X\,dX$; the order of the factors has to be kept. For the right side, differentiate $OO^{-1}=1$:

$$
dO\,O^{-1}+O\,d(O^{-1})=0\quad\Rightarrow\quad d(O^{-1})=-O^{-1}dO\,O^{-1}.
$$

Equating the two changes gives a Sylvester equation, that is, a linear equation with the unknown matrix multiplied from both sides:

$$
X\,dX+dX\,X=-O^{-1}dO\,O^{-1}.
$$

Now write $O=Q\Lambda Q^\dagger$, with $Q$ unitary and eigenvalues $\lambda_a>0$. Let $r_a=\sqrt{\lambda_a}$, and mark matrices in this eigenbasis by a bar, as in $\overline{dO}=Q^\dagger dO\,Q$. Here $Q$ is the fixed eigenvector matrix of the undisplaced overlap and is not differentiated. In this basis $X$ has the diagonal elements $1/r_a$, and $O^{-1}$ has $1/r_a^2$. The element $ab$ of the equation is

$$
\left(\frac1{r_a}+\frac1{r_b}\right)\overline{dX}_{ab}=-\frac{\overline{dO}_{ab}}{r_a^2r_b^2}.
$$

The bracket equals $(r_a+r_b)/(r_ar_b)$. Division by it gives

$$
\boxed{\;\overline{dX}_{ab}=-K_{ab}\,\overline{dO}_{ab},\qquad K_{ab}=\frac1{r_ar_b(r_a+r_b)}\;}
$$

and $dX=Q\,\overline{dX}\,Q^\dagger$. The bracket is positive for every pair, so the solution exists and is unique. The same fact guarantees that $X$ is differentiable: the linearized map $dX\mapsto X\,dX+dX\,X$ can be inverted, and the implicit function theorem applies.

For a single orbital the formula gives $-dO/(2\lambda^{3/2})$, the ordinary derivative of $\lambda^{-1/2}$. In a crystal the same algebra holds at each wave vector, with a complex Hermitian $O$.

The formula needs only a positive definite $O$, not a unit diagonal. A numerical test used a complex positive definite $5\times5$ matrix with eigenvalues 0.4 (three times), 1.3 and 1.7, and a random Hermitian $dO$ of unit Frobenius norm. The formula differed from central differences of a separately computed inverse square root by at most $8.6\times10^{-9}$ in any element, and from a general Sylvester solver by $7.2\times10^{-16}$.

### (c) What happens at degenerate or small eigenvalues?

*Compare the result with perturbation theory for the eigenvectors, and find how strongly $dO$ can be amplified.*

**Solution.** One could instead differentiate $X=Qf(\Lambda)Q^\dagger$ with $f(\lambda)=\lambda^{-1/2}$. Suppose first that the eigenvalues are distinct. To first order the eigenvectors change by $dQ=QA$, where $A$ is anti-Hermitian and

$$
A_{ab}=\frac{\overline{dO}_{ab}}{\lambda_b-\lambda_a}\qquad(a\ne b).
$$

The off-diagonal part of $\overline{dX}$ is then $Af-fA$, with elements

$$
\overline{dX}_{ab}=A_{ab}\left[f(\lambda_b)-f(\lambda_a)\right]=\frac{f(\lambda_b)-f(\lambda_a)}{\lambda_b-\lambda_a}\,\overline{dO}_{ab}.
$$

The quotient simplifies:

$$
\frac{1/r_b-1/r_a}{r_b^2-r_a^2}=\frac{r_a-r_b}{r_ar_b(r_b-r_a)(r_b+r_a)}=-\frac1{r_ar_b(r_a+r_b)}=-K_{ab}.
$$

On the diagonal, the eigenvalue changes by $d\lambda_a=\overline{dO}_{aa}$, so $\overline{dX}_{aa}=f'(\lambda_a)\,\overline{dO}_{aa}=-\overline{dO}_{aa}/(2r_a^3)=-K_{aa}\overline{dO}_{aa}$. The two routes agree. The eigenvector changes $A_{ab}$ can diverge when two eigenvalues approach each other, but the factor $f(\lambda_b)-f(\lambda_a)$ cancels the divergence. Physically, the choice of eigenvectors inside a degenerate space is arbitrary, and $X$ does not depend on it. The Sylvester route never introduces the singular quantity.

The difference matters in finite precision. For twenty values $\lambda_a$ between 0.3 and 1.7, with $\lambda_b=\lambda_a(1+10^{-11})$, the quotient of differences had a relative error of up to $3.4\times10^{-5}$ in double precision, measured against a 50-digit evaluation. The form with the sum $r_a+r_b$ had at most $3.3\times10^{-16}$.

Small eigenvalues are a genuine difficulty. $K_{ab}$ decreases when either eigenvalue grows, so its largest element belongs to the smallest eigenvalue. A unitary change of basis preserves the Frobenius norm $\|\cdot\|_F$, whence

$$
\|dX\|_F\le\frac{1}{2\lambda_{\min}^{3/2}}\,\|dO\|_F .
$$

Equality holds for $dO\propto qq^\dagger$, with $q$ an eigenvector of $\lambda_{\min}$, because $\overline{dO}$ then has one nonzero element, multiplied by the largest $K$. For $\lambda_{\min}=0.4$ the bound is 1.9764, and a finite difference along this direction gave 1.9764.

When the orbitals become linearly dependent, $\lambda_{\min}\to0$ and the bound diverges. The projectors are then ill defined, and a more careful evaluation of the derivative does not help; the set of orbitals has to be changed.

### (d) When may the matrices be treated as numbers?

*A tempting shortcut is $dX\approx-\tfrac14(O^{-3/2}dO+dO\,O^{-3/2})$, the symmetrized ordinary derivative. Find its error.*

**Solution.** In the eigenbasis the shortcut replaces $K_{ab}$ by $K^{\rm c}_{ab}=\tfrac14(r_a^{-3}+r_b^{-3})$. Set $x=1/r_a$ and $y=1/r_b$. Then

$$
K_{ab}=\frac{x^2y^2}{x+y},\qquad K^{\rm c}_{ab}=\frac{x^3+y^3}4,
$$

and over the common denominator

$$
K^{\rm c}_{ab}-K_{ab}=\frac{(x^3+y^3)(x+y)-4x^2y^2}{4(x+y)} .
$$

The numerator is

$$
x^4+y^4+x^3y+xy^3-4x^2y^2=(x^2-y^2)^2+xy(x-y)^2=(x-y)^2\left[(x+y)^2+xy\right].
$$

The error is therefore never negative, vanishes for $\lambda_a=\lambda_b$, and is of second order in the difference of the eigenvalues. The shortcut gives the correct matrix $dX$ if and only if $\overline{dO}_{ab}=0$ whenever $\lambda_a\ne\lambda_b$. That is the condition $O\,dO=dO\,O$, since the commutator has the elements $(\lambda_a-\lambda_b)\overline{dO}_{ab}$.

Two equal $s$ orbitals with overlap $s$ satisfy it. Their overlap matrix is $O=1+s\sigma_x$, where $\sigma_x$ is the matrix with zeros on the diagonal and ones off it, and $dO=ds\,\sigma_x$. Such a dimer cannot reveal the error. For $s=0.3$ the shortcut agreed with finite differences to $6.1\times10^{-9}$. For the $5\times5$ matrices of part (b) its largest element error was 0.087, with $\|dO\|_F=1$.

## Second half: the force and an H4 chain

**Symbols and results carried over.** $O$ is the overlap of the atomic orbitals $\phi$, with eigenvalues $\lambda_a=r_a^2$ and eigenvectors $Q$, and $X=O^{-1/2}$ makes the projectors $\tilde\phi$. A bar marks a matrix in the eigenbasis of $O$. $B=\langle\chi|\phi\rangle$ connects them to the basis $\chi$; $D^\sigma$ is the density matrix, $M^\sigma=B^\dagger D^\sigma B$ and $N^\sigma=XM^\sigma X$. The site blocks of $N^\sigma$ form $n^\sigma$, and $V^\sigma=\frac U2(1-2n^\sigma)$. The first half gave

$$
\overline{dX}_{ab}=-K_{ab}\overline{dO}_{ab},\qquad K_{ab}=\frac1{r_ar_b(r_a+r_b)},
$$

$$
dE_U=\mathrm{Tr}(G\,dX)+2\,\mathrm{Re}\sum_\sigma\mathrm{Tr}(V^\sigma X\,dB^\dagger D^\sigma BX)
$$

at fixed $D^\sigma$, with $G=\sum_\sigma(M^\sigma XV^\sigma+V^\sigma XM^\sigma)$.

### (e) Why may the orbitals be held fixed?

*Derive the total force for a self-consistent state, in a fixed basis and in a basis that moves with the atoms.*

**Solution.** Let $C_v$ be the coefficient vector of orbital $v$ and $f_v$ its fixed occupation, with $v$ running over both spins. Then $D=\sum_vf_vC_vC_v^\dagger$ for each spin, and $C_v^\dagger SC_w=\delta_{vw}$ within a spin, where $S$ is the basis overlap. The total energy $E$ includes $E_U$. At fixed atoms $dE=\mathrm{Tr}(F\,dD)$ defines the effective Hamiltonian $F$. Its Hubbard part follows from

$$
\mathrm{Tr}(V\,XB^\dagger dD\,BX)=\mathrm{Tr}(BXVXB^\dagger\,dD)
$$

and equals $BXVXB^\dagger$. Self-consistency means $FC_v=\varepsilon_vSC_v$.

When the atoms move, the coefficients change too:

$$
dE=dE|_C+\sum_vf_v\left(dC_v^\dagger FC_v+C_v^\dagger F\,dC_v\right)
=dE|_C+\sum_vf_v\varepsilon_v\left(dC_v^\dagger SC_v+C_v^\dagger S\,dC_v\right).
$$

Differentiating $C_v^\dagger SC_v=1$ shows that the last bracket is $-C_v^\dagger dS\,C_v$. With $W=\sum_vf_v\varepsilon_vC_vC_v^\dagger$,

$$
dE=dE|_C-\mathrm{Tr}(W\,dS).
$$

No derivative of the coefficients is left. The eigenvalues in $W$ must be those of the Hamiltonian that includes the Hubbard potential. The force along a coordinate is minus the derivative of $E$.

In a fixed basis, such as plane waves in a fixed cell, $dS=0$ and $dB=\langle\chi|d\phi\rangle$. The Hubbard force is then minus the derivative of $E_U$ with the orbitals fixed in space. In an atom-centred basis $dB$ also contains $\langle d\chi|\phi\rangle$, called basis following below, and the $W$ term is present.

These statements need a stationary state and fixed occupations. An augmented scheme, in which orbitals are orthonormal under an operator $\hat S$ that depends on the atoms, has $\hat S$ inside $O$, $B$ and $S$, and its derivative adds to all three.

We now have the exact change of the orthogonalizing matrix $X$ for any change of the overlap, and a total force for self-consistent states that needs no derivative of the orbital coefficients. It remains to arrange the orthogonalizer term so that one Sylvester solution serves all atomic coordinates, and to evaluate and test the force on an H4 chain.
